Radiative lifetime and natural width of a strong 13.5 nm line

**Problem**

Sources for extreme-ultraviolet lithography use light near 13.5 nm from highly charged tin ions. As a reference for such light, take one line at vacuum wavelength λ = 13.5 nm, with absorption oscillator strength f = 1 and equally degenerate upper and lower levels.

(a) How long does the upper level live if it can decay only by this line?

(b) What is the natural width of the line in wavelength, and how does it depend on λ?

(c) How do the answers change for other values of f and of the degeneracies?

(d) Which effects in a tin plasma change the lifetime or hide the natural width?

**What is assumed**

The ion is isolated and at rest. Level 1 is the lower level, with g₁ sublevels, and is stable. Level 2 is the upper level, with g₂ sublevels, and decays to level 1 by electric-dipole emission. The angular frequency is ω = 2πc/λ. All widths are full widths at half maximum, and the equations are in SI units.

Let r be the sum of the electron position vectors. The strength of the transition is contained in

S = Σ |⟨2|r|1⟩|²,

summed over all sublevels of both levels and all three components of r. The absorption oscillator strength is

f = 2mωS/(3ħg₁).

It is an average over lower sublevels and a sum over upper ones. The degeneracies must therefore be given along with f before a lifetime can be found.

**Solution to (a): the lifetime**

Consider one radiation mode in a box of volume V, with polarization vector ε. Let 𝓔² be the mean square electric field of its vacuum state. The electric energy is ε₀𝓔²V/2 and the magnetic energy is the same, so their sum is ε₀𝓔²V. Setting this equal to the zero-point energy ħω/2 gives

𝓔² = ħω/(2ε₀V).

The dipole coupling is charge times displacement times field. For emission of one photon into the empty mode, the squared matrix element is

|M|² = [ħω/(2ε₀V)] e²|ε·r₂₁|²,

where r₂₁ is the matrix element of r between one upper and one lower sublevel.

For each polarization, the box has Vk²dk dΩ/(2π)³ modes in the solid angle dΩ. With k = ω/c and photon energy E = ħck, the number per unit energy and solid angle is

ρ = Vω²/[(2π)³ħc³].

Fermi's golden rule gives the rate per unit solid angle:

(2π/ħ)|M|²ρ = e²ω³|ε·r₂₁|²/(8π²ε₀ħc³).

The volume has cancelled. For a photon travelling along the unit vector n, the two polarizations span the plane perpendicular to n, so

Σ |ε·r₂₁|² = |r₂₁|² − |n·r₂₁|².

Averaged over directions, the last term is |r₂₁|²/3. The integral over solid angle is therefore 4π(1 − 1/3)|r₂₁|² = (8π/3)|r₂₁|². Next sum over the lower sublevels. By rotational symmetry each upper sublevel has the same total rate, so its share of S is S/g₂. The decay rate is

A = e²ω³S/(3πε₀ħc³g₂).

The definition of f gives S = 3ħg₁f/(2mω). Substitution removes ħ and one power of ω:

A = e²ω²f g₁/(2πε₀mc³g₂).

With ω² = 4π²c²/λ² this becomes

A = 2πe²f g₁/(ε₀mcλ²g₂).

The classical electron radius, rₑ = e²/(4πε₀mc²) = 2.818 fm, makes the formula shorter, because e²/(ε₀mc) = 4πrₑc:

A = 8π²rₑc f g₁/(λ²g₂).

For f = 1, g₁ = g₂ and λ = 13.5 nm,

A = 8π² (2.818×10⁻¹⁵ m)(2.998×10⁸ m/s)/(13.5×10⁻⁹ m)² = 3.66×10¹¹ s⁻¹.

The population obeys dN₂/dt = −AN₂, so it falls as exp(−At), with mean lifetime

τ = 1/A = 2.73 ps.

If level 2 can also decay in other ways, their rates add to A and the lifetime is shorter.

**Solution to (b): the natural width**

A population falling as exp(−At) has an amplitude falling as exp(−At/2). The amplitude for finding the emitted photon at angular frequency ω′ is proportional to

∫₀^∞ exp[−At/2 + i(ω′ − ω)t] dt = 1/[A/2 − i(ω′ − ω)].

Its squared magnitude is

1/[(ω′ − ω)² + A²/4].

This Lorentzian falls to half its peak at ω′ − ω = ±A/2. Its full width is A in angular frequency, and in ordinary frequency

Δν = A/(2π) = 58.2 GHz.

The corresponding energy width is ħA = 0.241 meV, against a photon energy of 91.8 eV. The line is so narrow compared with its frequency that the derivative of λ = c/ν suffices for the conversion: |dλ| = (λ²/c)dν. Hence

Δλ = λ²A/(2πc).

Inserting A = 8π²rₑc f g₁/(λ²g₂) cancels λ²:

Δλ = 4πrₑ f g₁/g₂.

For the reference line,

Δλ = 4π × 2.818 fm = 35.4 fm = 0.0354 pm.

At fixed f and g₁/g₂ the width in wavelength does not depend on λ. A shorter wavelength raises the decay rate as 1/λ², while the same frequency interval covers a wavelength interval smaller by λ². The lifetime has no such cancellation: halving λ to 6.75 nm reduces it fourfold, to 0.683 ps.

**Solution to (c): other strengths and degeneracies**

Both results depend on the product f g₁/g₂. The lifetime is inversely proportional to it at fixed wavelength, and the width is directly proportional to it.

A classical electron on an isotropic spring shows what the degeneracies do. Let it oscillate with amplitude x₀. Its mean square acceleration is ω⁴x₀²/2, so its mean radiated power is

P = e²ω⁴x₀²/(12πε₀c³).

Its energy is mω²x₀²/2. Dividing power by energy gives the classical decay rate

γ = e²ω²/(6πε₀mc³).

Comparison with the second form of A above gives

A = 3γ f g₁/g₂.

The reference line thus decays three times as fast as the classical electron, whose lifetime at 13.5 nm is 8.20 ps.

The quantum isotropic oscillator agrees with the classical one. Its ground state has g₁ = 1, and its first excited level has g₂ = 3, one state for each axis. Each axis contributes ħ/(2mω) to S, so S = 3ħ/(2mω) and f = 1. Then f g₁/g₂ = 1/3 and A = γ. The factor of three in the reference line comes from its equal degeneracies.

A real ion has a line at nearly the same wavelength. In Li²⁺, with nuclear charge Z = 3, consider the transition between 1s and 2p, treated without relativity and with a fixed nucleus. With the Rydberg energy Ry = ħ²/(2ma₀²), where a₀ is the Bohr radius, the transition energy is

ħω = Z²Ry(1 − 1/4) = (3/4)Z²Ry,

which corresponds to 13.50 nm. With x = Zr/a₀, the radial functions are 2exp(−x) and x exp(−x/2)/(2√6). Their dipole integral is

R = (1/√6) ∫₀^∞ x⁴ exp(−3x/2) dx = (1/√6) × 24 × (2/3)⁵,

so R² = 2¹⁵/3⁹. Each of the three 2p states has an angular factor 1/√3 along its own axis and contributes R²a₀²/(3Z²) to S. The total is S = R²a₀²/Z². Since 2mω/ħ = ħω/(Ry a₀²) = 3Z²/(4a₀²),

f = (1/3)(3/4)R² = 2¹³/3⁹ = 0.416.

Spin doubles both degeneracies and leaves g₁/g₂ = 1/3. The lifetime is

τ = 2.73 ps × 3/0.416 = 19.7 ps.

Relativistic effects split the line of the real ion into two components about 0.54 pm apart. Nuclear spin splits each of them further: the hyperfine splitting of 1s in ⁷Li²⁺ is about 30 GHz, or 0.018 pm, nearly four times the natural width of 8 GHz. The width given for Li²⁺ below is that of a single hyperfine component, not of a whole fine-structure component or of the pair.

The cases compare as follows.

| Case | λ (nm) | f | g₁/g₂ | τ (ps) | Δλ (pm) |
|---|---|---|---|---|---|
| Reference line | 13.5 | 1 | 1 | 2.73 | 0.0354 |
| Half the wavelength | 6.75 | 1 | 1 | 0.683 | 0.0354 |
| Isotropic oscillator | 13.5 | 1 | 1/3 | 8.20 | 0.0118 |
| Li²⁺, 2p to 1s | 13.5 | 0.416 | 1/3 | 19.7 | 0.0049 |

**Solution to (d): the line in a tin plasma**

Take rough values for a laser-driven tin plasma: electron and ion temperatures of 30 eV and an electron density of 10¹⁹ cm⁻³. The reference strength f = 1 and g₁ = g₂ are kept. Temperatures T below are in energy units.

*Ion motion.* An ion of mass M with velocity v along the line of sight shifts the wavelength by λv/c. The velocity distribution exp[−Mv²/(2T)] falls to half at v = √(2 ln 2 · T/M). The full Doppler width is twice the corresponding shift:

Δλ_D = λ√[8 ln 2 · T/(Mc²)].

For tin, with M = 118.71 u, this is 0.524 pm, or 14.8 times the natural width. The combined profile is the convolution of the Gaussian and the Lorentzian. Solving numerically for its half-height points gives a width of 0.543 pm. Ion motion therefore hides the natural width, though it does not change the lifetime. This counts thermal motion only. An expanding plasma also flows, and a speed of 10 km/s along the line of sight shifts the line by 0.45 pm, so line-of-sight speeds spread evenly from −10 to +10 km/s cover 0.90 pm, more than the thermal width.

*Electron collisions.* An electron can remove the excitation without a photon. The van Regemorter estimate of the excitation cross section at electron energy E is

σ₁₂ = (8π²/√3) a₀² Ry² f G/(E ħω),

where G is a Gaunt factor, taken here as a constant 0.2. This is a rough value for ions near threshold when the principal quantum number changes. When it does not change, as in many tin lines near 13.5 nm, G can be several times larger. The Maxwell distribution in energy is (2/√π)T^(−3/2)√E exp(−E/T), and the speed is √(2E/m). Their product with 1/E contains E only in the exponential, whose integral from ħω upward is T exp(−ħω/T). Detailed balance multiplies the excitation coefficient by (g₁/g₂)exp(ħω/T), which removes the exponential. The de-excitation coefficient is

q₂₁ = (8π²/√3) a₀² (Ry²/ħω) f G (g₁/g₂)(2/√π)√[2/(mT)].

It comes to about 6×10⁻⁹ cm³/s. At 10¹⁹ cm⁻³ the collision rate is about 6×10¹⁰ s⁻¹, or roughly a sixth of A. If only these collisions back to level 1 are counted, the lifetime falls from 2.7 to about 2.3 ps. Collisions that take the ion to other nearby levels can be as fast or faster, and would shorten it further. In this estimate, collisions and radiation remove the excitation equally fast near 6×10¹⁹ cm⁻³. The collision rate also adds to A in the Lorentzian width. The density 10¹⁹ cm⁻³ is about the critical density for a 10.6 µm drive laser. For a 1 µm laser the critical density is near 10²¹ cm⁻³. There the same estimate gives a collision rate of about 17A, a lifetime of about 0.15 ps and a Lorentzian width of about 0.6 pm, more than the thermal Doppler width. The collision rate is proportional to G. With G = 0.7, for example, it would be about 0.6A, and the lifetime would be about 1.7 ps.

*A short-lived lower level.* If level 1 also decays, the line profile is the convolution of two Lorentzians, one for each level, and their widths add. This follows because convolving the profiles multiplies their Fourier transforms, exp(−Γ₁|t|/2) and exp(−Γ₂|t|/2), where Γ₁ and Γ₂ are the decay rates of the two levels. If both levels live 2.73 ps, the width doubles to 0.0708 pm. The lifetime of the upper level is unchanged.

*Reabsorption.* For one incident photon the flux is c/V, and the coupling |M|² is the same as for emission. Dividing the golden-rule rate by the flux and integrating over frequency gives

∫σ dν = ωe²|ε·r₂₁|²/(2ε₀ħc)

for one pair of sublevels. Summing over upper sublevels and averaging over lower ones replaces |ε·r₂₁|² by S/(3g₁) = ħf/(2mω). Thus

∫σ dν = e²f/(4ε₀mc) = πrₑc f.

A Gaussian of unit area and full width Δν_D has the peak value 2√(ln 2/π)/Δν_D. With Δν_D = cΔλ_D/λ², the cross section at line centre is 2.9×10⁻¹⁴ cm² for the Doppler profile alone; including the natural width lowers it by about 6%. For an assumed 10¹⁶ ions per cm³ in the lower level, and with stimulated emission neglected, the absorption length is

1/[(2.9×10⁻¹⁴ cm²)(10¹⁶ cm⁻³)] ≈ 35 µm.

This length is for ions with no spread of flow speeds. If the flow speed changes along the photon's path, ions further on are shifted out of resonance and absorb it less. In a plasma much thicker than this and without such flow, a photon at line centre is likely to be absorbed before it escapes. Repeated absorption and emission can then keep the excitation in the plasma for longer than τ, but on average no longer than the collisional de-excitation time, which is about 16 ps, or 6τ, at 10¹⁹ cm⁻³ with G = 0.2. The emerging line also becomes broader. For a layer of optical depth t(ν) in which the ratio of upper to lower population is the same at every depth, the emerging intensity is proportional to 1 − exp[−t(ν)], which saturates at the centre before it does in the wings. When collisions are much slower than A, that ratio falls near the surface, where photons escape, even if density and temperature are uniform. A thick line then has a dip at its centre. With collisions at A/6 and complete redistribution in frequency, the centre lies about 25% below the peak at a line-centre depth of 30, while the full width is nearly the same as the simple formula gives.

*Size of the ion.* The dipole approximation needs the radiating charge to be small compared with λ. For f = 1, the definition of f gives a transition length √(S/g₁) = √[3ħ/(2mω)] = 0.035 nm. Then 2π × 0.035/13.5 = 0.016, whose square, 2.7×10⁻⁴, sets the scale of the relative correction to the rate. This is far below the other effects.

**How the estimate relates to a real source**

The value f = 1 is a round reference strength, not a computed property of a tin line. Real tin ions emit many overlapping lines near 13.5 nm, with different strengths and degeneracies. A transition from total angular momentum 4 in the lower level to 5 in the upper has g₁/g₂ = 9/11, for example, which at f = 1 gives τ = 2.73 × 11/9 = 3.3 ps. Thermal ion motion at 30 eV alone takes the width from 0.035 to about 0.54 pm, and flow in an expanding plasma can broaden the line as much or more. Elastic collisions and the electric fields of neighbouring ions can add further width, and autoionization, where it is energetically possible, shortens the lifetime. None of these three is estimated here. A wavelength band of 2%, roughly what a multilayer-mirror system uses, is 0.27 nm wide, about 7600 natural widths. For a single line well inside that band, the natural width has little effect on how much of its light is accepted.
